# Hydrogen diffusion slowed by dilute traps: an examination question: verification in Python

```python
"""Hydrogen diffusion slowed by nearly empty traps in local equilibrium.

Result under test: D_eff = D_L / R, with R = 1 + r*K, K = exp(E_b/(k_B*T)).
D_L: trap-free lattice diffusivity; r: trap sites per lattice site;
E_b: binding free energy of a trapped atom relative to a lattice atom.
For partly filled traps (occupancy theta), R = 1 + r*K*(1-theta)**2.
"""
import numpy as np
from scipy.constants import k, e
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import gammaln

site_ratio = 1e-5
binding_eV = 0.5
temperature = 300.0
kB_eV = k / e


def boltzmann(energy_eV, temp):
    return np.exp(energy_eV / (kB_eV * temp))


def slowdown(ratio, energy_eV, temp):
    return 1 + ratio * boltzmann(energy_eV, temp)


K = boltzmann(binding_eV, temperature)
R = slowdown(site_ratio, binding_eV, temperature)
assert abs(R / 2500 - 1) < 0.02


# Canonical average number of lattice atoms, summed over all occupations.
def mean_mobile(atoms, traps, lattice_sites):
    mobile = np.arange(atoms + 1)
    trapped = atoms - mobile
    i = np.arange(atoms)
    log_lattice = np.concatenate(
        ([0.0], np.cumsum(np.log((lattice_sites - i) / (i + 1)))))
    log_traps = (gammaln(traps + 1) - gammaln(trapped + 1)
                 - gammaln(traps - trapped + 1))
    log_weight = log_lattice + log_traps + trapped * np.log(K)
    weight = np.exp(log_weight - log_weight.max())
    return np.sum(mobile * weight) / np.sum(weight)


traps = 20000
lattice_sites = round(traps / site_ratio)
single_atom_fraction = mean_mobile(1, traps, lattice_sites)
assert abs(single_atom_fraction * R - 1) < 1e-6

filling_rows = []
for atoms in (200, 2000, 10000):
    step = atoms // 20
    mobile = mean_mobile(atoms, traps, lattice_sites)
    theta_T = (atoms - mobile) / traps
    theta_L = mobile / lattice_sites
    # Finite populations differ from the bulk isotherm by order 1/atoms.
    isotherm = theta_T / (1 - theta_T) * (1 - theta_L) / (K * theta_L)
    assert abs(isotherm - 1) < 0.01
    change = (mean_mobile(atoms + step, traps, lattice_sites)
              - mean_mobile(atoms - step, traps, lattice_sites))
    counted_R = 2 * step / change
    formula_R = 1 + site_ratio * K * (1 - theta_T) ** 2
    assert abs(counted_R / formula_R - 1) < 0.01
    filling_rows.append((theta_T, atoms / lattice_sites,
                         formula_R, counted_R))

# Mean time for a walker to go from one trap to either neighbouring trap.
# Time unit: mean lattice dwell time. Length unit: one jump.
period = round(1 / site_ratio) + 1
size = 2 * period - 1
bands = np.zeros((2, size))
bands[0, 1:] = -0.5
bands[1] = 1.0
dwell = np.ones(size)
dwell[period - 1] = K
passage_time = solveh_banded(bands, dwell)[period - 1]
walk_R = passage_time / period**2
# Allows for the replaced lattice site and the linear-solver conditioning.
assert abs(walk_R / R - 1) < 1e-4


# Three-dimensional nearest-neighbour jumps in a periodic cubic cell.
def jump_operator(edge, wave_number):
    number = edge**3
    index = np.arange(number).reshape(edge, edge, edge)
    operator = np.eye(number, dtype=complex)
    for axis in range(3):
        for direction in (1, -1):
            target = np.roll(index, -direction, axis=axis)
            phase = (np.exp(1j * direction * wave_number)
                     if axis == 0 else 1.0)
            operator[index.ravel(), target.ravel()] -= phase / 6
    return operator


def bloch_slowdown(edge, wave_number, trap_factor):
    dwell_times = np.ones(edge**3)
    dwell_times[0] = trap_factor
    root = np.sqrt(dwell_times)
    matrix = jump_operator(edge, wave_number) / np.outer(root, root)
    decay = np.linalg.eigvalsh(matrix)[0]
    free_decay = (1 - np.cos(wave_number)) / 3
    return free_decay / decay


edge = 4
test_energy = 0.2
test_K = boltzmann(test_energy, temperature)
test_ratio = 1 / (edge**3 - 1)
dwell_R = (1 + test_ratio * test_K) / (1 + test_ratio)
long_wave_R = bloch_slowdown(edge, 0.001, test_K)
short_wave_R = bloch_slowdown(edge, 0.5, test_K)
assert abs(long_wave_R / dwell_R - 1) < 1e-3
assert short_wave_R > 1.5 * dwell_R

# Jumps before capture, used to estimate the local-equilibrium length.
capture_edge = 10
capture_matrix = jump_operator(capture_edge, 0.0).real[1:, 1:]
capture_jumps = np.linalg.solve(
    capture_matrix, np.ones(capture_edge**3 - 1)).mean()
capture_coefficient = capture_jumps / capture_edge**3
assert 1.0 < capture_coefficient < 1.6
capture_length = np.sqrt(capture_coefficient / site_ratio)


# Permeation with explicit capture and release; D_L = thickness = 1.
def permeation(release_rate, trapped_per_mobile, cells=100):
    h = 1 / cells
    n = cells - 1
    laplacian = (np.diag(-2 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
                 + np.diag(np.ones(n - 1), -1)) / h**2
    identity = np.eye(n)
    capture_rate = release_rate * trapped_per_mobile
    matrix = np.block([
        [laplacian - capture_rate * identity, release_rate * identity],
        [capture_rate * identity, -release_rate * identity]])
    source = np.zeros(2 * n)
    source[0] = 1 / h**2
    steady = -np.linalg.solve(matrix, source)
    missing = -np.linalg.solve(matrix, steady)
    flux = steady[n - 1] / h
    return flux, missing[n - 1] / h / flux


permeation_rows = []
for release_rate in (0.01, 10.0):
    flux, lag = permeation(release_rate, site_ratio * K)
    assert abs(flux - 1) < 1e-5
    assert abs(6 * lag / R - 1) < 1e-3
    permeation_rows.append((release_rate, flux, 6 * lag))
free_flux, free_lag = permeation(1.0, 0.0)
assert abs(free_flux - 1) < 1e-5 and abs(6 * free_lag - 1) < 1e-3

crossover = brentq(
    lambda temp: slowdown(site_ratio, binding_eV, temp) - 2, 300, 1000)
crossover_formula = binding_eV / (kB_eV * np.log(1 / site_ratio))
assert abs(crossover / crossover_formula - 1) < 1e-9

D_lattice = 1e-8
thickness = 1e-4
D_effective = D_lattice / R
lag_free = thickness**2 / (6 * D_lattice)
lag_trapped = thickness**2 / (6 * D_effective)

print(f"Trap sites per lattice site r: {site_ratio:.1e}")
print(f"Binding energy: {binding_eV:.3f} eV")
print(f"Temperature: {temperature:.1f} K")
print(f"Thermal energy k_B T: {kB_eV*temperature:.6f} eV")
print(f"E_b/(k_B T): {binding_eV/(kB_eV*temperature):.4f}")
print(f"Boltzmann factor K: {K:.4e}")
print(f"Trapped/mobile ratio rK: {site_ratio*K:.1f}")
print(f"Slowdown R = D_L/D_eff: {R:.1f}")
print(f"Mobile fraction 1/R: {1/R:.4e}")
print(f"Mobile fraction, canonical count: {single_atom_fraction:.4e}")
print(f"Slowdown from first-passage walk: {walk_R:.1f}")
print("Trap filling: theta_T, total H/lattice site, R formula, R counted")
for row in filling_rows:
    print(f"  {row[0]:.4f}  {row[1]:.2e}  {row[2]:.1f}  {row[3]:.1f}")
print(f"3D test: {edge**3} sites, one trap, E_b = {test_energy:.2f} eV")
print(f"  dwell-time law: {dwell_R:.3f}")
print(f"  long-wave slowdown (q=0.001/jump): {long_wave_R:.3f}")
print(f"  short-wave slowdown (q=0.5/jump): {short_wave_R:.3f}")
print(f"Capture jumps times trap fraction: {capture_coefficient:.3f}")
print(f"Estimated capture distance: {capture_length:.0f} jump lengths")
print("Permeation: release rate (D_L/L^2), flux ratio, lag ratio")
for row in permeation_rows:
    print(f"  {row[0]:.2f}  {row[1]:.6f}  {row[2]:.1f}")
print(f"Chosen lattice diffusivity: {D_lattice:.2e} m^2/s")
print(f"Effective diffusivity: {D_effective:.3e} m^2/s")
print(f"Membrane thickness: {thickness*1e6:.1f} micrometres")
print(f"Time lag without traps: {lag_free:.4f} s")
print(f"Time lag with traps: {lag_trapped:.1f} s")
for temp in (400, 500, 600):
    print(f"R at {temp} K: {slowdown(site_ratio, binding_eV, temp):.3f}")
for energy in (0.49, 0.51):
    changed_R = slowdown(site_ratio, energy, temperature)
    print(f"R at 300 K for E_b = {energy:.2f} eV: {changed_R:.1f}")
print(f"Temperature where R = 2: {crossover:.1f} K")
print("PASS")
```

Output:

```
Trap sites per lattice site r: 1.0e-05
Binding energy: 0.500 eV
Temperature: 300.0 K
Thermal energy k_B T: 0.025852 eV
E_b/(k_B T): 19.3409
Boltzmann factor K: 2.5097e+08
Trapped/mobile ratio rK: 2509.7
Slowdown R = D_L/D_eff: 2510.7
Mobile fraction 1/R: 3.9829e-04
Mobile fraction, canonical count: 3.9829e-04
Slowdown from first-passage walk: 2510.7
Trap filling: theta_T, total H/lattice site, R formula, R counted
  0.0100  1.00e-07  2460.8  2460.9
  0.1000  1.00e-06  2034.1  2034.2
  0.4996  5.00e-06  629.4  628.0
3D test: 64 sites, one trap, E_b = 0.20 eV
  dwell-time law: 36.767
  long-wave slowdown (q=0.001/jump): 36.767
  short-wave slowdown (q=0.5/jump): 148.822
Capture jumps times trap fraction: 1.383
Estimated capture distance: 372 jump lengths
Permeation: release rate (D_L/L^2), flux ratio, lag ratio
  0.01  1.000000  2510.5
  10.00  1.000000  2510.5
Chosen lattice diffusivity: 1.00e-08 m^2/s
Effective diffusivity: 3.983e-12 m^2/s
Membrane thickness: 100.0 micrometres
Time lag without traps: 0.1667 s
Time lag with traps: 418.5 s
R at 400 K: 20.940
R at 500 K: 2.096
R at 600 K: 1.158
R at 300 K for E_b = 0.49 eV: 1705.7
R at 300 K for E_b = 0.51 eV: 3696.1
Temperature where R = 2: 504.0 K
PASS
```
